# Multiple spawning: amplitude equations and the centroid approximation for matrix elements, part 2

Multiple spawning expands the wavefunction as $\Psi=\sum_I\sum_kc_k^I\chi_k^I\phi_I$. Atomic units are used, with $\hbar=1$ and one nuclear coordinate $R$ of mass $M$. The adiabatic electronic states $\phi_I$ are real, with energies $E_I(R)$. A prime is $d/dR$, $\partial$ acts at fixed $r$, $d_{IJ}=\langle\phi_I|\partial\phi_J\rangle_r=-d_{JI}$ and $D_{IJ}=\langle\phi_I|\partial^2\phi_J\rangle_r$. The frozen Gaussians are

$$\chi_k = \Big(\frac{2\alpha_k}{\pi}\Big)^{1/4}\exp\!\big[-\alpha_k(R-R_k)^2 + iP_k(R-R_k) + i\gamma_k\big],$$

and $\langle f\rangle_{kl}=\int\chi_k^*\,f\,\chi_l\,dR$. Between electronic states the Hamiltonian is

$$\hat H^{IJ} = \delta_{IJ}\Big[-\frac{\partial^2}{2M} + E_I\Big] - \frac{1}{M}d_{IJ}\,\partial - \frac{1}{2M}D_{IJ}, \tag{1}$$

or equivalently, with $K$ over all electronic states,

$$\hat H^{IJ} = \delta_{IJ}\Big[-\frac{\partial^2}{2M} + E_I\Big] - \frac{1}{2M}\big(d_{IJ}\partial + \partial d_{IJ}\big) - \frac{1}{2M}\sum_K d_{IK}d_{KJ}. \tag{3}$$

For two states, with $d\equiv d_{01}$, $D_{01}=d'$ and $D_{10}=-d'$,

$$\hat H^{II} = -\frac{\partial^2}{2M} + E_I + \frac{d^2}{2M}, \qquad \hat H^{01} = -\frac{1}{M}\Big(d\,\partial + \tfrac12 d'\Big), \qquad \hat H^{10} = -\hat H^{01}. \tag{4}$$

The amplitudes obey

$$S^{II}\dot c^{\,I} = -i\Big[\big(H^{II} - i\dot S^{II}\big)c^I + \sum_{J\ne I}H^{IJ}c^J\Big], \tag{6}$$

where $S$ is the overlap matrix, $\dot S_{kl}=\langle\chi_k|\partial_t\chi_l\rangle$ within one state, and $H^{IJ}_{kl}=\langle\chi_k^I|\hat H^{IJ}|\chi_l^J\rangle$. Any Hermitian matrix $H$ conserves the norm:

$$\frac{d}{dt}c^\dagger Sc = \big(ic^\dagger H^\dagger c - c^\dagger\dot S^\dagger c\big) + \big(-ic^\dagger Hc - c^\dagger\dot Sc\big) + c^\dagger(\dot S+\dot S^\dagger)c = -i\,c^\dagger(H-H^\dagger)c. \tag{8}$$

Spawning adds a basis function, the child, with zero amplitude.

The problem of part (d) is to write $\chi_k^*\chi_l$ as a single Gaussian, to obtain $\langle1\rangle_{kl}$, $\langle\partial\rangle_{kl}$, the kinetic element $T_{kl}$ and $\dot S_{kl}$ in closed form, and to evaluate $H-i\dot S$ for one function on a classical trajectory with $\dot\gamma$ equal to the Lagrangian.

### Solution

In this part and the next two, $S_{kl}$ denotes the nuclear overlap $\langle1\rangle_{kl}$ whether or not the functions share a state. Define

$$A = \alpha_k+\alpha_l, \quad \bar R = \frac{\alpha_kR_k+\alpha_lR_l}{A}, \quad \Delta R = R_l-R_k, \quad \Delta P = P_l-P_k, \quad u = R-\bar R .$$

Then $\bar R-R_k = \alpha_l\Delta R/A$ and $\bar R-R_l = -\alpha_k\Delta R/A$. In $\alpha_k(u+\bar R-R_k)^2 + \alpha_l(u+\bar R-R_l)^2$ the term linear in $u$ is $2u(\alpha_k\alpha_l - \alpha_l\alpha_k)\Delta R/A = 0$, and the constant is $(\alpha_k\alpha_l^2+\alpha_l\alpha_k^2)\Delta R^2/A^2 = \alpha_k\alpha_l\Delta R^2/A$. The phase of the product is $P_l(R-R_l)-P_k(R-R_k)+\gamma_l-\gamma_k = \Delta P\,u + \varphi$ with

$$\varphi = P_l(\bar R-R_l) - P_k(\bar R-R_k) + \gamma_l-\gamma_k .$$

Completing the square, $-Au^2 + i\Delta P\,u = -A(u-i\delta)^2 - A\delta^2$ with $\delta = \Delta P/2A$, as expanding the right side confirms: $-Au^2 + 2iA\delta u + A\delta^2 - A\delta^2$. With $R^* = \bar R+i\delta$,

$$\chi_k^*\chi_l = \Big(\frac{4\alpha_k\alpha_l}{\pi^2}\Big)^{1/4}e^{-\alpha_k\alpha_l\Delta R^2/A - A\delta^2 + i\varphi}\;e^{-A(R-R^*)^2}. \tag{11}$$

The integral $J(\delta) = \int e^{-A(u-i\delta)^2}du$ over real $u$ does not depend on $\delta$, because $dJ/d\delta = -i\int\partial_ue^{-A(u-i\delta)^2}du = 0$, so $J = \sqrt{\pi/A}$. Therefore

$$S_{kl} = \Big(\frac{2\sqrt{\alpha_k\alpha_l}}{A}\Big)^{1/2}\exp\!\Big[-\frac{\alpha_k\alpha_l\Delta R^2}{A} - A\delta^2 + i\varphi\Big], \qquad \chi_k^*\chi_l = S_{kl}\sqrt{\frac{A}{\pi}}\,e^{-A(R-R^*)^2}. \tag{12}$$

One identity supplies all moments. From (12), $(\chi_k^*\chi_l)' = -2A(R-R^*)\chi_k^*\chi_l$. Integration by parts, with a boundary term that the Gaussian removes, gives for any differentiable $f$ such that $f$ and $f'$ grow no faster than $e^{aR^2}$ with some $a<A$

$$\langle f\,(R-R^*)\rangle_{kl} = \frac{1}{2A}\langle f'\rangle_{kl}. \tag{13}$$

The choices $f=1$ and $f = R-R^*$ give $\langle R-R^*\rangle_{kl}=0$ and $\langle(R-R^*)^2\rangle_{kl} = S_{kl}/2A$.

The derivative of the ket is $\chi_l' = [-2\alpha_l(R-R_l)+iP_l]\chi_l$. Referring the bracket to $R^*$,

$$\chi_l' = \big[\eta_{kl} - 2\alpha_l(R-R^*)\big]\chi_l, \qquad \eta_{kl} = -2\alpha_l(R^*-R_l)+iP_l. \tag{14}$$

With $R^*-R_l = -\alpha_k\Delta R/A + i\Delta P/2A$, the real part of $\eta$ is $2\alpha_k\alpha_l\Delta R/A$ and the imaginary part is $P_l - \alpha_l(P_l-P_k)/A = (\alpha_kP_l+\alpha_lP_k)/A$. Since the first moment about $R^*$ vanishes,

$$\langle\partial\rangle_{kl} = S_{kl}\eta_{kl}, \qquad \eta_{kl} = \frac{2\alpha_k\alpha_l\Delta R + i(\alpha_kP_l+\alpha_lP_k)}{A}. \tag{15}$$

Exchanging $k$ and $l$ reverses the real part and keeps the imaginary part, so $\eta_{lk} = -\eta_{kl}^*$.

Differentiating (14) again gives $\chi_l'' = \{[\eta-2\alpha_l(R-R^*)]^2 - 2\alpha_l\}\chi_l$. The average of the square is $\eta^2 + 4\alpha_l^2/2A$, and $2\alpha_l^2/A - 2\alpha_l = 2\alpha_l(\alpha_l-A)/A = -2\alpha_k\alpha_l/A$. Hence

$$T_{kl} = -\frac{S_{kl}}{2M}\Big(\eta_{kl}^2 - \frac{2\alpha_k\alpha_l}{A}\Big). \tag{16}$$

The time derivative of the exponent of $\chi_l$ is $2\alpha_l\dot R_l(R-R_l) + i\dot P_l(R-R_l) - iP_l\dot R_l + i\dot\gamma_l$. It is linear in $R$, and the average of $R$ is $R^*$:

$$\dot S_{kl} = S_{kl}\Big[(2\alpha_l\dot R_l+i\dot P_l)(R^*-R_l) - iP_l\dot R_l + i\dot\gamma_l\Big]. \tag{17}$$

For $k=l$ one has $A = 2\alpha$, $R^* = R_k$, $S=1$, $\eta = iP_k$. Then $T_{kk} = (P_k^2+\alpha)/2M$. With $\dot R_k = P_k/M$ and $\dot\gamma_k = P_k^2/2M - E_I(R_k)$, equation (17) gives $-i\dot S_{kk} = -P_k^2/M + \dot\gamma_k = -P_k^2/2M - E_I(R_k)$. Leaving the $d^2$ term aside,

$$H_{kk} - i\dot S_{kk} = \frac{\alpha}{2M} + \langle E_I\rangle_{kk} - E_I(R_k). \tag{18}$$

The classical energy has cancelled, so this choice of $\gamma$ leaves $c_k$ with a slow phase. For $E_I = \tfrac12M\omega^2R^2$ and $\alpha = M\omega/2$, the first term is $\omega/4$ and the rest is $\tfrac12M\omega^2/(4\alpha) = \omega/4$. The sum $\omega/2$ is the zero-point phase of a coherent state.

## (e) The potential element and its zeroth-order approximation

The elements $V_{kl} = \langle V\rangle_{kl}$ with $V = E_I$ need the surface over the whole width of the product. Find the saddle point of the integrand's Gaussian factor and the expansion of $V_{kl}$ about it. The zeroth-order saddle-point approximation (SPA0) uses one electronic-structure calculation at a real geometry. Derive it, give its error, and decide whether the name describes it.

### Solution

By (12),

$$\frac{V_{kl}}{S_{kl}} = \sqrt{\frac{A}{\pi}}\int_{-\infty}^{\infty}e^{-A(R-R^*)^2}V(R)\,dR. \tag{19}$$

The exponent is stationary at $R = R^*$, and its path of steepest descent is the line $R = R^*+s$ with real $s$, where the factor is the real positive $e^{-As^2}$. The saddle point is complex unless $P_k=P_l$. The real centroid $\bar R$ is the maximum of the modulus $|\chi_k^*\chi_l|\propto e^{-Au^2}$, across which the phase $e^{i\Delta Pu}$ still turns.

Suppose $V$ is analytic in the strip between the real axis and $\mathrm{Im}\,R = \delta$ and grows more slowly there than the Gaussian falls. Cauchy's theorem on a long rectangle, whose short sides then vanish, moves the path:

$$\frac{V_{kl}}{S_{kl}} = \sqrt{\frac{A}{\pi}}\int e^{-As^2}V(R^*+s)\,ds .$$

Equation (13) with $f = s^{2n-1}$ gives the recursion $m_{2n} = (2n-1)m_{2n-2}/2A$ for the moments, so $m_{2n} = (2n-1)!!/(2A)^n$, and odd moments vanish by symmetry. With $(2n-1)!! = (2n)!/(2^nn!)$ one has $m_{2n}/(2n)! = 1/[n!(4A)^n]$. Inserting the Taylor series of $V$ about $R^*$,

$$\frac{V_{kl}}{S_{kl}} = \sum_{n=0}^\infty\frac{V^{(2n)}(R^*)}{n!\,(4A)^n} = \Big[e^{\partial^2/4A}V\Big]_{R^*}. \tag{20}$$

The series ends for a polynomial and sums to $\exp(\beta R^*+\beta^2/4A)$ for $V = e^{\beta R}$. When $V$ has a singularity at finite distance, as adiabatic surfaces do at the complex branch points of an avoided crossing, $V^{(2n)}$ grows like $(2n)!$, faster than the denominator, and (20) is an asymptotic series in $1/A$. If $|\delta|$ exceeds the distance of the singularity from the real axis, the strip contains it and the shift of the path picks up a further contribution that (20) lacks.

The true zeroth-order saddle-point value is $V(R^*)$, with leading error $V''(R^*)/4A$ in $V_{kl}/S_{kl}$. It needs the surface at a complex geometry. An expansion about the real point uses $u = (R-R^*)+i\delta$, so that $\langle u\rangle_{kl}/S_{kl} = i\delta$ and $\langle u^2\rangle_{kl}/S_{kl} = 1/2A + (i\delta)^2$, the cross term vanishing with the first moment:

$$\frac{V_{kl}}{S_{kl}} = V(\bar R) + i\delta\,V'(\bar R) + \frac12V''(\bar R)\Big(\frac{1}{2A}-\delta^2\Big) + \dots \tag{21}$$

Keeping the first term is the rule

$$V_{kl}\approx V(\bar R_{kl})\,S_{kl}\qquad\text{(SPA0)}. \tag{22}$$

It is the zeroth order of a Taylor expansion about the centroid, and it equals the saddle-point value for $\delta=0$; for $\delta\neq0$ the two differ in general, at first order by $i\delta\,V'(\bar R)$. The orders follow from counting at fixed overlap. Pairs that matter have $A\delta^2$ at most of order one, since $|S|\propto e^{-A\delta^2}$. Holding $A\delta^2$ fixed as $A$ grows makes $\delta\propto A^{-1/2}$, of the order of the width $(2A)^{-1/2}$ of the product. The error of (22) in $V_{kl}/S_{kl}$ is then $i\delta V'$, of order $A^{-1/2}$, provided $V'(\bar R)\ne0$, and the error of $V(R^*)$ is of order $A^{-1}$. For $\delta = 0$, which includes all diagonal elements, the two coincide and the error is $V''/4A$. In the harmonic case of (18), SPA0 drops exactly this term, half of the zero-point phase.

The first-order term of the element itself is bounded. The prefactor in (12) is at most one, because the geometric mean of the widths does not exceed the arithmetic mean, so $|S|\le e^{-A\delta^2}$. The function $|\delta|e^{-A\delta^2}$ peaks at $\delta^2 = 1/2A$, which gives

$$|\delta\,V'S_{kl}| \le \frac{|V'(\bar R)|}{\sqrt{2eA}}. \tag{23}$$

The matrix (22) is Hermitian, because $\bar R_{kl} = \bar R_{lk}$ is real and $S_{lk}=S_{kl}^*$, and a constant added to $V$ adds a multiple of $S$, as it should. It gives no upper bound: at the minimum of a convex $V$ it returns $V(R_k)$, below $\langle V\rangle_{kk}$, and in the harmonic case of (18) with $R_k=P_k=0$ the diagonal energy $T_{kk}+V(R_k)=\alpha/2M=\omega/4$ lies below the exact ground-state energy $\omega/2$. A small error in the elements also need not be a small error in $S^{-1}H$, which is what (6) uses. Take two functions of equal width at $R=0$ with different momenta, real overlap $s = e^{-A\delta^2}$, and $V = FR$. By (21), which is exact for linear $V$, the diagonal elements vanish and $V_{12} = i\delta Fs = V_{21}^*$. The condition $\det(V-\lambda S) = \lambda^2 - |i\delta Fs-\lambda s|^2 = 0$ gives $\lambda^2(1-s^2) = \delta^2F^2s^2$. As $\delta\to0$, $1-s^2\to2A\delta^2$ and $\lambda\to\pm F/\sqrt{2A}$. SPA0 gives $\lambda=0$ twice. The neglected element tends to zero with $\delta$, while the error in the eigenvalues stays at force times width, because $S^{-1}$ grows as the pair becomes dependent.

For several coordinates $\rho$ with a diagonal width matrix, $\chi_k$ is a product, so $S$ is a product of factors (12), each coordinate has its own $A_\rho$, $\delta_\rho$, $R^*_\rho$, $\eta_\rho$, and the weight in (19) is a product of one-dimensional weights. The operator in (20) becomes $\exp(\sum_\rho\partial_\rho^2/4A_\rho)$ for any $V$, separable or not, that meets the corresponding conditions of analyticity and growth, and the first-order term is $i\sum_\rho\delta_\rho\partial_\rho V$.

## (f) The coupling element

For two states, reduce $H^{01}_{kl}$ exactly to averages of $d$ and $d'$. Derive its SPA0 form, check Hermiticity, and decide whether the term $D_{01}$ should be added at the centroid. Evaluate the result for a child created at the position of its parent with the same classical energy.

### Solution

Here $k$ is on state 0 and $l$ on state 1. Inserting (14) into (4) and using (13) with $f=d$,

$$\langle d\,\partial\rangle_{kl} = \eta\langle d\rangle_{kl} - 2\alpha_l\langle d\,(R-R^*)\rangle_{kl} = \eta\langle d\rangle_{kl} - \frac{\alpha_l}{A}\langle d'\rangle_{kl}.$$

The first-derivative term thus contains its own piece proportional to $d'$. Adding $\tfrac12\langle d'\rangle$ and using $\tfrac12-\alpha_l/A = (\alpha_k-\alpha_l)/2A$,

$$H^{01}_{kl} = -\frac1M\Big[\eta_{kl}\langle d\rangle_{kl} + \frac{\alpha_k-\alpha_l}{2A}\langle d'\rangle_{kl}\Big] = -\frac1M\Big[\eta_{kl}\langle d\rangle_{kl} + (\alpha_k-\alpha_l)\langle d\,(R-R^*)\rangle_{kl}\Big]. \tag{24}$$

For equal widths the two $d'$ pieces cancel and $H^{01}_{kl} = -\eta_{kl}\langle d\rangle_{kl}/M$ exactly. The expansions (20) and (21) then apply with $V\to d$, under the same conditions. Taking $d$ constant at its centroid value gives

$$H^{01}_{kl}\approx-\frac{1}{M}\,d(\bar R_{kl})\,S_{kl}\,\eta_{kl}\qquad\text{(SPA0)}, \tag{25}$$

and for equal widths (21) gives the relative correction

$$\frac{H^{01}_{kl}}{H^{01}_{kl}(\mathrm{SPA0})} = 1 + i\delta\frac{d'}{d} + \frac{d''}{2d}\Big(\frac1{2A}-\delta^2\Big)+\dots \tag{26}$$

For equal widths the rule is accurate when $d$ varies little over both the width and $|\delta|$. For unequal widths (25) also drops the second term of (24), and that term is small in relative terms only when $|\eta\,d|$ is large against $|(\alpha_k-\alpha_l)d'|/2A$; at $\eta=0$ the rule gives zero while (24) in general does not. A narrow avoided crossing, where $d$ is a peak thinner than the Gaussian, violates the condition that $d$ varies little over the width, and the value at the centroid then says little about the average. In many coordinates $d\,\eta/M$ becomes $\sum_\rho d_\rho\eta_\rho/M_\rho$.

The partner element in SPA0 is $H^{10}_{lk} = -d_{10}S_{lk}\eta_{lk}/M = -(-d)(S_{kl}^*)(-\eta_{kl}^*)/M = (H^{01}_{kl})^*$, so (25) is Hermitian and (8) conserves the norm.

If (1) is approximated term by term, $D_{01}=d'$ contributes $-d'(\bar R)S_{kl}/2M$ to $H^{01}_{kl}$, and $D_{10} = -d'$ contributes $+d'(\bar R)S_{lk}/2M$ to $H^{10}_{lk}$. Then $H^{01}_{kl}-(H^{10}_{lk})^* = -d'(\bar R)S_{kl}/M\neq0$ and the norm drifts. The fault is visible in (24): a term of the same kind, $-(\alpha_l/A)\langle d'\rangle$, equal in size for equal widths, was discarded when $d$ was frozen in $\langle d\,\partial\rangle$. The correct coefficient of $\langle d'\rangle$ is $(\alpha_k-\alpha_l)/2A$, which is zero for equal widths and antisymmetric otherwise. Omitting $D_{01}$ together with freezing $d$ is therefore the consistent zeroth order. Apart from terms that come from the variation of $d$, among them the $\langle d'\rangle$ term of (24) for unequal widths, what the omission of all $D_{IJ}$ loses is the last term of (3), which for two states is the diagonal $d^2/2M$.

Let the parent $l$ be on the upper state and the child $k$ on the lower one, at the same position, with equal widths and gap $\Delta E = E_1-E_0$. Equal classical energy means $P_k^2-P_l^2 = 2M\Delta E$. With $\bar P = (P_k+P_l)/2$ and $\bar v = \bar P/M$ this is $P_k-P_l = \Delta E/\bar v$, so for $\gamma_k=\gamma_l$

$$\delta = -\frac{\Delta E}{2A\bar v},\qquad S = e^{-\Delta E^2/4A\bar v^2},\qquad\eta = i\bar P,\qquad H^{01}(\mathrm{SPA0}) = -i\,d\,\bar v\,S. \tag{27}$$

The factor $d\,\bar v$ has the form of coupling times velocity that spawning criteria monitor along the parent trajectory, here with the mean velocity of parent and child, and $S$ suppresses it when the gap is large. A child that conserves energy has $\delta\neq0$ whenever the gap is nonzero, so these pairs carry the first-order error wherever $d'(\bar R)\neq0$. Since $\eta\,i\delta = -\bar P\delta = M\Delta E/2A$, that error term is

$$-\frac{S\,\eta\,i\delta\,d'}{M} = -\frac{S\,\Delta E\,d'}{2A}. \tag{28}$$

It is real while the SPA0 value is imaginary, so at first order it rotates the phase of the coupling and leaves the modulus alone. Where $|d|$ peaks, $d'=0$ and this term vanishes; the leading correction is then in general the second-order term of (26), which is real and changes the modulus.

This part has given the Gaussian matrix elements in closed form and shown that SPA0 is the zeroth order of an expansion about the real centroid, which coincides with the saddle point when the momenta are equal; it has also found the leading errors for the potential and the coupling. What remains is to check these results on a solvable two-state model and on LiH.
